# Electron Fermi energy of the electron-hole liquid in diamond

## Problem

At low temperature and under strong excitation, the electrons and holes in diamond can condense into a liquid. Take a liquid with $1.0\times10^{20}$ electron-hole pairs per cubic centimetre in unstrained diamond. The conduction band has six equivalent valleys, each with longitudinal mass $m_l=1.56\,m_0$ and transverse mass $m_t=0.28\,m_0$, where $m_0$ is the free-electron mass.

(a) Derive the electron Fermi energy at zero temperature, measured from the valley bottom, and evaluate it. Treat the bands as parabolic and leave out interactions.

(b) Find the size of the occupied pockets and check that they are separate. Find the mean kinetic energy and the effect of a 20% change in density.

(c) Find how the chemical potential moves with temperature at fixed density.

(d) Estimate the effects of a nonparabolic band and of exchange between the electrons.

## Solution

### (a) Counting the states

Each pair contributes one electron, so the electron density is $n=1.0\times10^{20}\ \mathrm{cm^{-3}}=0.10\ \mathrm{nm^{-3}}$. Without strain, cubic symmetry makes the $g=6$ valleys equal in energy, and each holds $n/g$ electrons.

Let $\mathbf k$ be measured from the centre of one valley, with $k_\parallel$ along its axis and $k_\perp$ perpendicular to it. Then

$$
E=\frac{\hbar^2}{2}\left(\frac{k_\parallel^2}{m_l}+\frac{k_\perp^2}{m_t}\right).
$$

At zero temperature all states with $E\le E_F$ are filled. They form an ellipsoid with one semi-axis $k_l$ and two semi-axes $k_t$:

$$
k_l=\frac{\sqrt{2m_lE_F}}{\hbar},\qquad
k_t=\frac{\sqrt{2m_tE_F}}{\hbar}.
$$

Its volume is $(4\pi/3)k_lk_t^2$. In a large crystal of volume $V$ there is one orbital per volume $(2\pi)^3/V$ of $k$-space, and each orbital takes two electrons of opposite spin. Hence

$$
\frac ng=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}\,k_lk_t^2
=\frac{k_lk_t^2}{3\pi^2}.
$$

Inserting the semi-axes gives

$$
k_lk_t^2=\left(\frac{2E_F}{\hbar^2}\right)^{3/2}(m_lm_t^2)^{1/2}
=\left(\frac{2m_dE_F}{\hbar^2}\right)^{3/2},
\qquad m_d=(m_lm_t^2)^{1/3}.
$$

The mass $m_d$ is the density-of-states mass of a single valley. The last expression is also the cube of the radius $k_F$ of a sphere with the same volume as the ellipsoid. Therefore

$$
k_F=\left(\frac{3\pi^2n}{g}\right)^{1/3},\qquad
E_F=\frac{\hbar^2k_F^2}{2m_d}.
$$

The number of valleys enters through $k_F$. It must not be put into the mass as well.

For the given data,

$$
\frac ng=\frac{0.10}{6}\ \mathrm{nm^{-3}}=0.01667\ \mathrm{nm^{-3}},
\qquad
k_F=(3\pi^2\times0.01667)^{1/3}\ \mathrm{nm^{-1}}=0.7902\ \mathrm{nm^{-1}},
$$

$$
m_d=(1.56\times0.28^2)^{1/3}m_0=(0.12230)^{1/3}m_0=0.4964\,m_0.
$$

With $\hbar^2/(2m_0)=0.03810\ \mathrm{eV\,nm^2}$,

$$
E_F=\frac{0.03810\times0.7902^2}{0.4964}\ \mathrm{eV}
\approx0.0479\ \mathrm{eV}.
$$

The electron Fermi energy is thus about 48 meV, equivalent to a temperature of 556 K.

The result can be compared with a direct filling of states. A periodic cube of side 300 nm contains $0.10\times300^3=2.7\times10^6$ electrons, which occupy 1,350,000 orbitals. If the plane-wave states of all six valleys are listed and filled in order of energy, the highest filled one lies at 47.91 meV. The formula, which replaces the sum over discrete states by a volume, gives 47.93 meV.

The kind of average mass matters. The arithmetic mean, $(m_l+2m_t)/3=0.7067\,m_0$, would give 33.7 meV. The conductivity mass, $3/(1/m_l+2/m_t)=0.3854\,m_0$, would give 61.7 meV. The latter averages inverse masses, which determine acceleration by a force, whereas the present question concerns the volume of an ellipsoid. Putting all electrons into one valley would give 158 meV, larger by the factor $6^{2/3}$.

This last comparison also shows why the absence of strain matters. If strain lowered one opposite pair of valleys far enough to hold all the electrons, $g$ would fall from 6 to 2. At fixed density and masses, $E_F$ would then rise by the factor $3^{2/3}\approx2.1$.

### (b) Pockets, mean energy and density

Dividing the semi-axes by $k_F=\sqrt{2m_dE_F}/\hbar$ gives

$$
k_l=k_F\sqrt{\frac{m_l}{m_d}}=1.401\ \mathrm{nm^{-1}},\qquad
k_t=k_F\sqrt{\frac{m_t}{m_d}}=0.594\ \mathrm{nm^{-1}}.
$$

The valleys lie on the lines from the zone centre $\Gamma$ to the points $X$. Take their position as roughly 0.76 of that distance and the lattice constant as $a\approx0.357$ nm. Since the distance $\Gamma X$ is $2\pi/a$, a valley centre is

$$
(1-0.76)\frac{2\pi}{0.357\ \mathrm{nm}}=4.22\ \mathrm{nm^{-1}}
$$

from the zone boundary. This is three times $k_l$, so the pocket does not reach the boundary, and counting six separate pockets is justified.

To find the mean energy, let $N(E)$ be the density of electrons that fit below energy $E$. The counting in part (a) gives $N\propto E^{3/2}$, and $N(E_F)=n$, so

$$
N(E)=n\left(\frac{E}{E_F}\right)^{3/2},\qquad
D(E)=\frac{dN}{dE}=\frac{3n}{2E_F}\left(\frac{E}{E_F}\right)^{1/2}.
$$

At the Fermi energy the density of states is $D(E_F)=3n/(2E_F)=3.13\ \mathrm{eV^{-1}\,nm^{-3}}$. The mean kinetic energy is

$$
\overline E=\frac1n\int_0^{E_F}E\,D(E)\,dE
=\frac{3}{2E_F^{3/2}}\int_0^{E_F}E^{3/2}\,dE
=\frac{3}{2E_F^{3/2}}\,\frac{2E_F^{5/2}}{5}
=\frac35E_F,
$$

or 28.8 meV. The average over the filled states of the 300 nm cube is also 28.8 meV.

At fixed masses and valley number, $E_F\propto n^{2/3}$. Reducing the density by 20% gives 41.3 meV, and raising it by 20% gives 54.1 meV. A density known to 20% therefore leaves the Fermi energy uncertain by about 6 to 7 meV.

### (c) Finite temperature

At temperature $T$ the chemical potential $\mu$, still measured from the valley bottom, follows from

$$
n=\int_0^\infty D(E)f(E)\,dE,\qquad
f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1}.
$$

Because $D=dN/dE$, integration by parts gives

$$
n=\int_0^\infty N(E)\left(-\frac{df}{dE}\right)dE.
$$

The boundary terms vanish because $N(0)=0$ and $f$ falls exponentially at high energy. For $k_BT\ll\mu$, the weight $-df/dE$ is a narrow peak centred on $\mu$. Extending the integral to $-\infty$ then costs an exponentially small error. The peak has unit area and is symmetric, so the linear term in the expansion of $N$ about $\mu$ drops out. With $x=(E-\mu)/k_BT$, the second moment requires

$$
\int_{-\infty}^{\infty}\frac{x^2e^x}{(e^x+1)^2}\,dx
=4\int_0^\infty\frac{x}{e^x+1}\,dx
=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}
=\frac{\pi^2}{3}.
$$

The first equality uses symmetry and integration by parts. The second expands $1/(e^x+1)$ in powers of $e^{-x}$. To second order in temperature,

$$
n\simeq N(\mu)+\frac{\pi^2}{6}(k_BT)^2N''(\mu),\qquad
N''(\mu)=\frac{3n}{4E_F^{3/2}\mu^{1/2}}.
$$

Set $\mu=E_F(1-\delta)$ with small $\delta$. Then $N(\mu)\simeq n(1-3\delta/2)$, and $\mu$ may be replaced by $E_F$ in the correction:

$$
1\simeq1-\frac32\delta+\frac{\pi^2}{8}\left(\frac{k_BT}{E_F}\right)^2
\quad\Longrightarrow\quad
\mu\simeq E_F\left[1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right].
$$

The chemical potential falls because the density of states grows with energy. If $\mu$ stayed at $E_F$, the thermal tail above it would gain more electrons than were lost below it.

At 100 K, $k_BT=8.62$ meV and the expansion gives a drop of 1.27 meV. Solving the full integral condition gives 1.35 meV, so $\mu=46.6$ meV. At 165 K the full solution is $\mu=43.9$ meV, a drop of 4.0 meV. At 300 K it is 33.5 meV, a drop of 14.4 meV. There $k_BT=25.85$ meV is more than half of $E_F$, and the low-temperature expansion gives a drop of only 11.5 meV, about 20% less than the full solution.

### (d) Nonparabolicity and exchange

**Nonparabolic band.** Let $\varepsilon$ be the parabolic energy at a given $\mathbf k$, and let the actual energy $E$ obey

$$
E\left(1+\frac EG\right)=\varepsilon .
$$

Here $G=2.0$ eV is an assumed round scale, not a measured property of diamond. The surfaces of constant energy in $k$-space keep their shape, so the density fixes the same occupied ellipsoid as before. Its surface has $\varepsilon=47.93$ meV. The positive root of $E^2+GE-G\varepsilon=0$ is

$$
E=\frac G2\left(\sqrt{1+\frac{4\varepsilon}{G}}-1\right)=46.8\ \mathrm{meV}.
$$

The reduction is 1.1 meV, or about 2%. For $\varepsilon\ll G$ it is approximately $\varepsilon^2/G$.

**Exchange.** A shift common to all $\mathbf k$ moves the valley bottom and the Fermi level together and leaves their difference unchanged. A shift that depends on $\mathbf k$ changes the occupied width. To estimate it, replace each pocket by the sphere of radius $k_F$ and keep exchange within one valley and one spin. Define $C=e^2/(\epsilon_0\epsilon_r)$, with a rough dielectric constant $\epsilon_r=5.7$. The unscreened exchange energy is

$$
\Sigma(k)=-C\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\frac{1}{|\mathbf k-\mathbf p|^2}.
$$

At the valley bottom, $d^3p/p^2=4\pi\,dp$, so $\Sigma(0)=-Ck_F/(2\pi^2)$. At the surface, the angular integration followed by $p=k_Fx$ gives

$$
\Sigma(k_F)=-\frac{Ck_F}{4\pi^2}\int_0^1x\ln\frac{1+x}{1-x}\,dx
=-\frac{Ck_F}{4\pi^2}.
$$

The last integral equals 1. This follows by parts with $(x^2-1)/2$ as the antiderivative of $x$: the boundary terms vanish and the remaining integrand is 1. The occupied width therefore changes by

$$
\Delta W=\Sigma(k_F)-\Sigma(0)=+\frac{Ck_F}{4\pi^2}.
$$

Screening alters this strongly. In the static Thomas-Fermi approximation, a slowly varying potential energy $U$ changes the electron density by $-D(E_F)U$. For a test electron density $n_{\rm ext}$, Poisson's equation in Fourier space gives

$$
q^2U=C\left[n_{\rm ext}-D(E_F)U\right]
\quad\Longrightarrow\quad
U=\frac{C\,n_{\rm ext}}{q^2+\kappa^2},\qquad \kappa^2=C\,D(E_F).
$$

With screening by the electrons alone, $\kappa=3.152\ \mathrm{nm^{-1}}$. Writing $C=\kappa^2/D(E_F)$, the unscreened change is

$$
\Delta W=\frac{\kappa^2k_F}{4\pi^2D(E_F)}
=\frac{3.152^2\times0.7902}{4\pi^2\times3.129}\ \mathrm{eV}
\approx64\ \mathrm{meV}.
$$

This exceeds $E_F$ itself. Replacing $|\mathbf k-\mathbf p|^2$ by $|\mathbf k-\mathbf p|^2+\kappa^2$ in the exchange integral reduces the change to 0.14 meV.

The reduction follows from $\kappa$ being four times $k_F$. To first order in $|\mathbf k-\mathbf p|^2/\kappa^2$,

$$
\frac{1}{|\mathbf k-\mathbf p|^2+\kappa^2}
\simeq\frac1{\kappa^2}-\frac{|\mathbf k-\mathbf p|^2}{\kappa^4}.
$$

The first term gives a rigid shift. In the second, the part linear in $\mathbf p$ averages to zero, and the $p^2$ part cancels between $k=k_F$ and $k=0$. What remains is

$$
\Delta W_{\rm scr}\simeq\frac{Ck_F^2}{\kappa^4}\,\frac{k_F^3}{6\pi^2}
=\frac{k_F^5}{6\pi^2\kappa^2D(E_F)}\approx0.17\ \mathrm{meV},
$$

close to the 0.14 meV from the full screened integral.

These two values show how sensitive the width is to screening; they are not strict bounds. Both refer to the equivalent sphere. For the actual ellipsoid, with $k_l/k_t\approx2.4$, the change depends on direction: unscreened it runs from about 52 meV at the equator to about 77 meV at the tip, and with Thomas-Fermi screening from about 0.08 to about 0.36 meV. The Thomas-Fermi form is a long-wavelength approximation, used here for wave numbers up to $2k_F$. Even the sign of the small screened change depends on it. Static screening weakens at shorter wavelengths: for spherical pockets, the Lindhard function replaces $q^2+\kappa^2$ by $\kappa^2+q^2[1-\kappa^2/(12k_F^2)]$ to order $q^2$. Here $\kappa^2/(12k_F^2)\approx1.3$, so the coefficient of $q^2$ is negative and the width would shrink slightly instead of growing. The estimate also omits screening by holes and dynamic correlation. It cannot establish the interacting width to within a few meV.

### The result and real diamond

The masses are typical of diamond's conduction band, and a density of order $10^{20}\ \mathrm{cm^{-3}}$ is appropriate to its electron-hole liquid. The liquid exists only well below room temperature. At room temperature, carriers at this density would form a plasma instead, and the zero-temperature result is a poor approximation to the chemical potential: at the same density, the model's chemical potential at 300 K is 14.4 meV below $E_F$, a reduction of 30%. In the cold liquid, the interaction correction remains open, because the estimate in part (d) does not fix it to within a few meV. The 48 meV is the filling energy of noninteracting electrons, not the binding energy of the liquid. It is also not the full width of its luminescence line, to which the holes contribute as well. The computed values are collected in the numerical output below.

## Calculated quantities

```
Pair density: 1.0e+20 cm^-3
Number of valleys: 6
Longitudinal mass: 1.56 m0
Transverse mass: 0.28 m0
Electron density per valley: 1.667e+19 cm^-3
hbar^2/(2 m0): 0.03810 eV nm^2
Product m_l m_t^2: 0.12230 m0^3
Density-of-states mass of one valley: 0.4964 m0
Fermi wave number of equivalent sphere: 0.7902 1/nm
Fermi energy, formula: 47.93 meV
Fermi energy as temperature: 556 K
Side of counting box: 300 nm
Filled orbitals in box: 1350000
Fermi energy, state filling: 47.91 meV
Mean kinetic energy, formula: 28.76 meV
Mean kinetic energy, state filling: 28.76 meV
Density of states at E_F, formula: 3.129 1/(eV nm^3)
Density of states at E_F, count: 3.137 1/(eV nm^3)
Longitudinal semi-axis: 1.401 1/nm
Transverse semi-axis: 0.594 1/nm
Lattice constant (rough): 0.357 nm
Valley position, fraction of Gamma-X (rough): 0.76
Valley centre to zone boundary: 4.22 1/nm
Fermi energy at 0.8 times the density: 41.31 meV
Fermi energy at 1.2 times the density: 54.13 meV
Arithmetic mean mass: 0.7067 m0
Wrong result with arithmetic mass: 33.67 meV
Conductivity mass: 0.3854 m0
Wrong result with conductivity mass: 61.73 meV
Wrong result with one valley: 158.27 meV
Thermal energy kT at 100 K: 8.62 meV
Chemical potential at 100 K: 46.58 meV
Change from E_F at 100 K: -1.35 meV
Thermal energy kT at 165 K: 14.22 meV
Chemical potential at 165 K: 43.94 meV
Change from E_F at 165 K: -3.99 meV
Thermal energy kT at 300 K: 25.85 meV
Chemical potential at 300 K: 33.50 meV
Change from E_F at 300 K: -14.43 meV
Leading thermal drop at 100 K, expansion: 1.27 meV
Nonparabolicity scale G (assumed): 2.0 eV
Fermi energy with nonparabolic band: 46.83 meV
Change by nonparabolicity: -1.10 meV
Dielectric constant (rough): 5.7
Thomas-Fermi wave number, electrons only: 3.152 1/nm
Exchange change of width, unscreened: 63.5 meV
Exchange change of width, screened: 0.140 meV
```
